# Why heavier source doping can worsen a tunnel transistor's swing

**Question**

I am modelling an n-channel tunnel transistor with a p+ source. Electrons tunnel from the source valence band into the channel conduction band once the gate has pulled the channel edge below the source edge. Heavier source doping shortens the depletion region, raises the junction field and makes the barrier more transparent. I therefore expected the subthreshold swing to improve steadily with doping.

I have been told that a strongly degenerate source spoils the swing, because the thermal tail of the Fermi distribution then lies in the tunnelling window. But when I take a constant transmission and compare two sources at the same window width, the more degenerate one has the *smaller* swing. Is the warning wrong, or am I comparing the wrong things?

**Answer**

Your calculation is right, but the comparison hides the penalty. At the same window width the degenerate source carries much less current. A switch has to reach a given current, so the useful comparison is at fixed current, or between two fixed currents. There degeneracy raises the swing at given transmission, while the stronger field lowers it. The competition can produce an optimum doping.

**The current and the two comparisons**

I use atomic units in the algebra ($e=\hbar=m_e=1$) and write $t=k_BT_{\rm lattice}$. Let $w$ be the energy by which the source valence edge lies above the channel conduction edge, and $u$ the depth of an electron's energy below the source edge, so $0<u<w$. The source Fermi level lies a depth $d$ below that edge; $d>0$ means degenerate. The electron occupation is

$$f(u)=\frac{1}{1+e^{(d-u)/t}} .$$

States at the top of the window are the emptiest. For one ballistic, spin-degenerate mode and an empty drain, the conductance factor $2e^2/h$ becomes $1/\pi$, and

$$I=\frac1\pi\int_0^w T(u,w)\,f(u)\,du,\qquad S=\frac{\ln 10}{d\ln I/dw}.$$

The second formula assumes that the gate moves the channel edge one to one. A weaker gate multiplies $S$ by the inverse of its efficiency.

Take $T$ uniform first. Then $dI/dw=Tf(w)/\pi$, so

$$S=\ln10\int_0^w\frac{f(u)}{f(w)}\,du .$$

Since $\partial_d\ln f=-(1-f)/t$, the integrand obeys

$$\frac{\partial}{\partial d}\ln\frac{f(u)}{f(w)}=\frac{f(u)-f(w)}{t}<0\qquad(u<w),$$

because $f$ increases with $u$. At fixed $w$ the swing does fall with degeneracy. At 300 K and $w=0.05$ eV it goes from 94 mV/dec at $d=0$ to 51 mV/dec at $d=0.20$ eV. This is your result.

Now fix the current instead. Writing $f=e^{(u-d)/t}/(1+e^{(u-d)/t})$ makes the integral elementary:

$$\int_0^w f\,du=t\ln\frac{1+y}{1+z},\qquad y=e^{(w-d)/t},\quad z=e^{-d/t}.$$

Define the dimensionless current $j=\pi I/(Tt)$. It equals the logarithm, so $1+y=(1+z)e^{j}$. The occupation at the bottom of the window is

$$f(w)=\frac{y}{1+y}=1-\frac{1}{1+y}=1-\frac{e^{-j}}{1+z}.$$

Since $S=\ln10\,I/(dI/dw)=\ln10\;tj/f(w)$,

$$S=t\ln10\;\frac{j}{1-e^{-j}/(1+z)} .$$

Raising $d$ lowers $z$, which lowers the denominator and raises $S$. For $z\to0$ the swing tends to $t\ln10\,j/(1-e^{-j})$. This is at least $t\ln10$, because $1-e^{-j}\le j$.

For small $j$ the denominator is approximately $(z+j)/(1+z)$, so

$$S\simeq t\ln10\;\frac{j(1+z)}{z+j}.$$

The crossover lies at $z\simeq j$, or $d\simeq t\ln(1/j)$. For $j=0.01$ at 300 K this is 0.119 eV. The full formula gives 1.2, 11 and 57 mV/dec at $d=0$, 0.08 and 0.20 eV, against a thermal value $t\ln10$ of 59.5 mV/dec. The very small first value belongs to a perfectly sharp band edge and should not be read as a device prediction.

On the less degenerate side, $j\ll z$, the same expression reduces to

$$S\simeq \ln10\,\frac{\pi I}{T f(0)},\qquad f(0)=\frac{z}{1+z}.$$

This shows the trade: at fixed current, doping helps as long as $T$ rises by a larger factor than the edge occupation $f(0)$ falls.

**Where the thermal tail enters when the barrier varies**

In a junction, $T$ depends on both $u$ and $w$. Measure energy from the channel edge instead, $s=w-u$:

$$I=\frac1\pi\int_0^w T(w-s,w)\,f(w-s)\,ds .$$

Differentiation gives a contribution from the upper limit, one from $f$, and one from $T$. With $df/du=f(1-f)/t$, and $\langle\cdot\rangle$ denoting an average over the window with weight $Tf$,

$$t\frac{d\ln I}{dw}=\underbrace{\frac{t\,T(0,w)f(0)}{\int_0^wTf\,du}}_{\text{edge}}+\underbrace{\langle1-f\rangle}_{\text{tail}}+\underbrace{t\,\langle(\partial_u+\partial_w)\ln T\rangle}_{\text{source barrier}} .$$

The tail term cannot exceed one, so by itself it cannot give less than the thermal swing. A swing below $t\ln10$ needs a positive contribution from at least one of the other two terms. The edge term is the sharp cutoff of the source band, and it is weighted by the occupation $f(0)$ there. Degeneracy empties that edge. The cutoff still exists, but few electrons are left for it to cut off.

**Why doping strengthens the barrier's transmission**

Let $\phi(x)$ be the downward shift of the bands from their bulk-source position, and $F=d\phi/dx$. The hole density $p$ depends on the local depth of the Fermi level below the valence edge, which is $d-\phi$. With acceptor density $N=p(d)$ and permittivity $\epsilon$, Poisson's equation is $\phi''=(4\pi/\epsilon)[N-p(d-\phi)]$. Multiplying by $\phi'$ and integrating from the field-free bulk gives the source field

$$F_s^2(\phi)=\frac{8\pi}{\epsilon}\int_0^\phi[N-p(d-\phi')]\,d\phi' .$$

This keeps the mobile holes that a depletion approximation would discard.

For a parabolic three-dimensional band, $p(\mu)\propto\int_0^\infty\sqrt{E}\,g\,dE$, where $g=1/(1+e^{(E-\mu)/t})$. Using $\partial_\mu g=-\partial_Eg$ and integrating by parts, $p'(\mu)\propto\int_0^\infty g\,dE/(2\sqrt E)$. This grows with $\mu$. Hence

$$\frac{\partial}{\partial d}[p(d)-p(d-\phi')]=p'(d)-p'(d-\phi')>0,$$

and $F_s$ rises with doping at every band drop.

In the channel, gate control makes the remaining drop decay as $e^{-x/\lambda}$. With gap $E_g$, the total drop is $E_g+w$, so the channel field is $(E_g+w-\phi)/\lambda$. The source curve rises with $\phi$, the channel line falls, and the two meet at the junction. The field is therefore the lower of the two:

$$F(\phi)=\min\!\left[F_s(\phi),\frac{E_g+w-\phi}{\lambda}\right].$$

Heavier doping raises the first entry and leaves the second unchanged. The junction field grows, but it stays below $(E_g+w)/\lambda$.

For the evanescent states take a symmetric two-band dispersion with tunnelling mass $m$. At energy $\varepsilon$ from the local midgap the decay constant is

$$\kappa=\kappa_0\sqrt{1-(2\varepsilon/E_g)^2},\qquad \kappa_0=\sqrt{mE_g/2}.$$

An electron at depth $u$ has $\varepsilon=\phi-u-E_g/2$. Put $\phi=u+E_g\sin^2(q/2)$, with $q$ running from 0 to $\pi$ across the forbidden region. Then $\varepsilon=-(E_g/2)\cos q$, $\kappa=\kappa_0\sin q$ and $dx=E_g\sin q\,dq/(2F)$. The WKB transmission $\exp(-2\int\kappa\,dx)$ becomes

$$T=\exp\!\left[-\kappa_0E_g\int_0^\pi\frac{\sin^2q}{F}\,dq\right].$$

A field that is nowhere smaller, and larger over part of the path, raises $T$. This is the sound part of the argument for more doping.

The same formula explains the sign of the source-barrier term. Hold $s$ fixed and measure the drop from the channel end, $\psi=E_g+w-\phi$. The channel entry $\psi/\lambda$ does not change when $w$ grows, while $F_s(E_g+w-\psi)$ increases. The barrier becomes more transparent, so the term is positive in this model.

There is also a limit to what doping can gain. At the channel edge, $s=0$ and $\psi=E_g\cos^2(q/2)$. Since $F\le\psi/\lambda$ and $\sin^2q=4\sin^2(q/2)\cos^2(q/2)$, the WKB exponent is at least

$$\kappa_0\lambda\int_0^\pi4\sin^2\frac q2\,dq=2\pi\kappa_0\lambda .$$

Thus $T(w,w)\le e^{-2\pi\kappa_0\lambda}$ however heavily the source is doped. Heavier doping meets no such limit in emptying the source edge, where $f(0)\simeq e^{-d/t}$.

**A worked case**

Consider a thin InAs-like gate-all-around wire at 300 K, with rough parameters: $E_g=0.55$ eV, tunnelling mass 0.035, hole density-of-states mass 0.41, relative permittivity 15 and $\lambda=3$ nm. Here $\lambda$ is the decay length of the channel potential, not the source-to-drain length of the channel. These give $\kappa_0=0.355$ nm$^{-1}$. The limiting exponent at the channel edge is $2\pi\times0.355\times3\simeq6.7$, so the transmission there cannot exceed about $1.2\times10^{-3}$.

The point swing $S$ is taken at 0.1 nA in one mode. The average swing $\bar S$ covers the three decades from 0.01 to 10 nA. At each doping the window is adjusted to reach the stated current, and $T$ in the table is the value at mid-window for 0.1 nA.

| $N$ (cm$^{-3}$) | $d$ (eV) | $f(0)$ | $T$ | $S$ (mV/dec) | $\bar S$ (mV/dec) |
|---|---:|---:|---:|---:|---:|
| $2\times10^{18}$ | −0.028 | 0.75 | $3.0\times10^{-5}$ | 49 | 85 |
| $5\times10^{18}$ | 0.000 | 0.50 | $1.4\times10^{-4}$ | 20 | 36 |
| $1.4\times10^{19}$ | 0.038 | 0.19 | $6.1\times10^{-4}$ | 13 | 23 |
| $2\times10^{19}$ | 0.055 | 0.11 | $9.7\times10^{-4}$ | 14 | 23 |
| $5\times10^{19}$ | 0.116 | 0.011 | $3.4\times10^{-3}$ | 24 | 32 |
| $1\times10^{20}$ | 0.189 | 0.00068 | $1.1\times10^{-2}$ | 42 | 47 |

The best point swing is 13 mV/dec, near $1.4\times10^{19}$ cm$^{-3}$. The source is only mildly degenerate there. Up to that doping your intuition works. From $5\times10^{18}$ to $1.4\times10^{19}$ cm$^{-3}$, $T$ rises by a factor of about 4.5 while $f(0)$ falls by about 2.7. From $2\times10^{19}$ to $5\times10^{19}$ cm$^{-3}$, $T$ rises by 3.5 but $f(0)$ falls by about 9. These ratios are a guide rather than a full calculation, because the window changes too. At one common window of 0.011 eV the gains in $T$ are about 8 and 1.8, so the contrast between the two steps is sharper than the table suggests.

The junction field keeps rising throughout, from 0.46 MV/cm at the lightest doping to 0.92 at the optimum and 1.48 at the heaviest. A larger field is therefore no guarantee of a smaller swing. In gate voltage, the three decades cost about $3\times23=70$ mV at the optimum and $3\times47=140$ mV at $10^{20}$ cm$^{-3}$.

The three-term identity shows what changed. At the optimum,

$$t\frac{d\ln I}{dw}=1.81+0.78+2.00=4.59,\qquad S=\frac{59.5}{4.59}=13.0\ \text{mV/dec},$$

for edge, tail and source barrier in that order. At $10^{20}$ cm$^{-3}$,

$$t\frac{d\ln I}{dw}=0.14+1.00+0.28=1.42,\qquad S=\frac{59.5}{1.42}=42\ \text{mV/dec}.$$

The tail term has nearly reached its ceiling, while the edge term has dropped by a factor of 13 and the source-barrier term by a factor of 7, each losing about 1.7. The heavily doped source still switches below the thermal value in this model, because the remaining edge and barrier terms add to the tail. "Degenerate" and "limited to 60 mV/dec" are not the same statement.

To separate cause from coincidence, the two effects of doping can be exchanged artificially, still at 0.1 nA. The barrier of the $10^{20}$ cm$^{-3}$ source combined with the occupation of the optimum source gives 7.5 mV/dec. The optimum barrier combined with the occupation of the heavy source gives 44 mV/dec. The stronger field does help, and the lost occupation accounts for the deterioration.

Your fixed-window ranking also appears in the full model when the window is wide. At $w=0.05$ eV the swing is 42 mV/dec for the optimum source and 38 mV/dec for the heavy one. The ranking differs from the one at fixed current because the two sources now carry different currents. In windows of about 0.02 eV or less the two swings are nearly equal, so the ranking is not a general rule once the barrier varies.

**The strongly degenerate limit**

If the whole window lies well above the source Fermi level, $f\simeq e^{(u-d)/t}$ and

$$I\simeq\frac{e^{(w-d)/t}}{\pi}\int_0^wT\,e^{-s/t}\,ds .$$

Suppose the source drop has become so thin that $T$ depends on $s$ alone. Once $w\gg t$, the integral hardly changes with $w$, since $T\le1$ and the exponential cuts it off. Then $I\propto e^{w/t}$ and $S\to t\ln10$. The gate is moving a barrier edge through a thermal distribution, much as in an ordinary transistor. This is the precise content of the warning you were given.

The limit fails when the channel edge falls below the source Fermi level, because the Boltzmann form no longer holds. The opposite case is the lightly doped source: its edge is well filled, but its barrier is so opaque that a wide window is needed to reach the current. That is why the average swing at $2\times10^{18}$ cm$^{-3}$ is 85 mV/dec.

**How far to trust this for a device**

The parameters describe a rough regime, not a particular transistor. For a 10 nm square wire, starting from a rough bulk gap of 0.36 eV and mass of 0.025, a hard-wall two-band estimate with electron confinement alone gives a gap near 0.56 eV, close to the value used. The same estimate gives a confined electron mass near 0.05, however, heavier than the 0.035 used. In the symmetric two-band dispersion used for $\kappa$, mass and gap are proportional: the mass near 0.05 goes with a gap of 0.75 eV, both bands being confined, while a gap of 0.55 eV goes with a mass near 0.038. The parameters used here thus correspond to weaker confinement than in such a wire. With gap 0.75 eV and mass 0.052 the best swing is about 33 mV/dec, so 13 mV/dec is optimistic for it. A $\lambda$ of 3 nm requires strong gate control. With 5 nm, the best swing is 26 mV/dec and that at $10^{20}$ cm$^{-3}$ is 51 mV/dec. The source is treated as a bulk reservoir, and the mixing of heavy and light holes in the wire is left out. So are the gap narrowing and the longer band tails that heavy doping itself brings, which makes the figures at the highest dopings the least certain.

The sharp band edge also matters strongly for the best value, though somewhat less than the change of $\lambda$ to 5 nm. Spreading the relative edge position exponentially with a 10 meV decay energy raises the swing at the $1.4\times10^{19}$ cm$^{-3}$ source from 13 to 23 mV/dec. The heavy source changes only from 42 to 43. The value of 23 mV/dec has a simple origin: up to the nominal onset, $w=0$, such a spread gives $I\propto e^{w/(10\,{\rm meV})}$, hence a swing of $10\ln10\simeq23$ mV/dec, and this source reaches 0.1 nA close to that onset. For a 10 meV tail the advantage of moderate doping shrinks but remains. A 20 meV tail would by the same argument give about 46 mV/dec, which removes most of the advantage.

Other changes move the numbers less decisively:

- Solving the two-band wave equation, which includes reflection at the band edges, gives 13 and 40 mV/dec for the same two sources.
- A tunnelling mass of 0.050 gives a best swing of 20 mV/dec, near $1.6\times10^{19}$ cm$^{-3}$.
- Narrowing the gap to 0.50 eV gives 11 mV/dec, near $1.3\times10^{19}$ cm$^{-3}$.
- At 360 K the best value is 12 mV/dec and the heavy source gives 37, both slightly *lower* than at 300 K. Warming refills the degenerate source edge, which may be the reason, but I have not separated that effect from the others.

At the optimum, thermionic leakage over the source gap is about $3\times10^{-7}$ nA, negligible beside 0.1 nA. For a drain bias of 0.30 V the Boltzmann factor for back-injection is about $10^{-5}$. The lightest source is an exception at 10 nA: its window of about 0.28 eV reaches the drain Fermi level, so an empty drain would need a larger bias. The hard-wall estimate also puts the second electron subband only about 0.18 eV above the first, so further modes would open. Its average swing of 85 mV/dec is therefore a figure for one mode and an empty drain.

Dopant discreteness is more serious. The bent part of the source, about 6 nm deep in a 10 nm square wire, holds only about nine acceptors. If their number follows Poisson statistics, its relative spread is 34%, so a smooth optimum doping cannot describe every individual device. Trap-assisted tunnelling, phonons and tunnelling at the drain are also missing. They can add leakage that masks the steep region, and I have not estimated their size.

For a design, then, fix the current range first and vary the doping with the gate geometry held constant. If the window at the target current is no wider than about $k_BT$, increase the doping while the gain in transmission outweighs the loss of occupied states at the source edge. For a wider window this balance can stop well short of the best doping, and the swing itself has to be computed. The value $1.4\times10^{19}$ cm$^{-3}$ belongs to this hole mass, barrier and current. A source band with a smaller density of states becomes degenerate at a lower doping, so the penalty begins earlier there. The numerical output below gives the remaining digits.

## Numbers as computed

```
gap 0.55 eV, tunnel mass 0.035, hole DOS mass 0.41 m_e
relative permittivity 15.0, channel length lambda 3.0 nm
kT at 300 K 0.02585 eV; thermal swing 59.53 mV/dec
kappa0 0.3554 1/nm; valence effective density 6.588e+18 cm^-3
wire side 10 nm, rough bulk gap 0.36 eV, bulk mass 0.025 m_e
gap with electron confinement only 0.555 eV
current for point swing 0.1 nA; average from 0.01 to 10.0 nA
uniform T, j=0.01: swing (mV/dec) at d=0, 0.08, 0.20 eV: 1.18, 11.26, 57.33
uniform T, j=0.01: crossover degeneracy kT ln(1/j) 0.1191 eV
uniform T, w=0.05 eV: swing (mV/dec) at d=-0.05, 0, 0.08, 0.20 eV: 110.59, 93.75, 56.95, 50.99
full model at the point current; T is taken at mid-window
doping cm^-3 | d eV | edge f | field MV/cm | T | w eV | swing, average mV/dec
2.00e+18 | -0.0281 | 7.47e-01 | 0.464 | 3.00e-05 | 0.0615 | 49.25, 85.38
5.00e+18 | -0.0003 | 5.03e-01 | 0.646 | 1.36e-04 | 0.0189 | 19.79, 36.42
1.40e+19 | 0.0382 | 1.86e-01 | 0.918 | 6.08e-04 | 0.0108 | 12.97, 23.23
2.00e+19 | 0.0554 | 1.05e-01 | 1.021 | 9.73e-04 | 0.0115 | 13.69, 23.37
5.00e+19 | 0.1158 | 1.12e-02 | 1.276 | 3.40e-03 | 0.0244 | 23.78, 32.30
1.00e+20 | 0.1886 | 6.77e-04 | 1.475 | 1.11e-02 | 0.0620 | 42.00, 46.56
optimum doping 1.40e+19 cm^-3, swing 12.97 mV/dec
optimum: edge 1.806, tail 0.781, source barrier 2.003, direct kT dlnI/dw 4.591
1e20 cm^-3: edge 0.138, tail 0.997, source barrier 0.282, direct kT dlnI/dw 1.417
1e20 barrier with optimum occupation: swing 7.48 mV/dec
optimum barrier with 1e20 occupation: swing 43.83 mV/dec
fixed w=0.05 eV, full model: optimum 41.73, 1e20 37.52 mV/dec
spatial check at 1e19 cm^-3: action 6.8454, angle formula 6.8454
uniform field 1.5 MV/cm: wave T 0.1202, formula 0.1291
neglected effects; swings in mV/dec at 2e18, WKB optimum, 1e20 cm^-3
wave reflection included: 48.72, 13.27, 40.33
band tails of 10 meV: 51.53, 22.90, 43.10
variants: own optimum doping, its swing, swing at 1e20 cm^-3
360 K: 1.62e+19 cm^-3, 11.84, 36.76 mV/dec
tunnel mass 0.050 m_e: 1.59e+19 cm^-3, 19.60, 44.95 mV/dec
gap narrowed to 0.50 eV: 1.30e+19 cm^-3, 10.56, 40.31 mV/dec
lambda 5 nm: 1.27e+19 cm^-3, 26.09, 51.42 mV/dec
drain back-injection factor at 0.30 V: 9.12e-06
thermionic leakage over the source gap at optimum: 2.63e-07 nA
source bending depth 6.22 nm; acceptors in it 8.68; relative spread 0.34
```
